# Fourth and sixth momentum moments of hydrogenic bound states, part 2

Hartree atomic units are used. One electron moves in the field of a fixed point nucleus of charge $Z$, $H=\tfrac12p^2-Z/r$. A bound state is $\psi=R(r)Y_{lm}(\hat{\mathbf r})$ with $R$ real, $R\propto r^l$ near the origin, $\int_0^\infty R^2r^2dr=1$ and $E=-Z^2/2n^2$. Its momentum amplitude is $\phi(\mathbf p)$, its radial momentum density is $w(p)$, and $\langle p^k\rangle=\int p^k|\phi|^2d^3p=\int_0^\infty p^kw\,dp$. The subscript "pt" marks a derivative taken by ordinary calculus at $r>0$. Distributional derivatives are defined with smooth, rapidly falling test functions $\chi$; a small sphere $r=\epsilon$ is cut out around the nucleus.

Earlier parts found $\langle1/r\rangle=Z/n^2$, $\langle p^2\rangle=Z^2/n^2$ and, with $g\equiv p^2\psi=-\nabla^2\psi=\gamma(r)Y_{lm}$ and $\gamma=2(E+Z/r)R$,

$$\langle p^4\rangle=\int|p^2\phi|^2d^3p=\int_0^\infty\gamma^2r^2dr=4E^2+8EZ\left\langle\frac1r\right\rangle+4Z^2\left\langle\frac1{r^2}\right\rangle.\tag{4}$$

$$\langle p^4\rangle=\frac{Z^4}{n^4}\left(\frac{8n}{2l+1}-3\right).\tag{5}$$

$$p^4\psi=(\nabla^4\psi)_{\rm pt}+8\pi Z\,\psi(0)\,\delta^3(\mathbf r).\tag{8}$$

Thus $\langle p^4\rangle$ is a pointwise part $\int\psi^*(\nabla^4\psi)_{\rm pt}\,d^3r$ plus a delta term $8\pi Z|\psi(0)|^2$.

For $l=0$,

$$\gamma=R(0)\left[\frac{2Z}r+2(E-Z^2)+O(r)\right],\qquad\gamma'=-\frac{2ZR(0)}{r^2}+O(1).\tag{7}$$

$$R(0)^2=2Z\left\langle\frac1{r^2}\right\rangle=\frac{4Z^3}{n^3},\qquad|\psi(0)|^2=\frac{Z^3}{\pi n^3}.\tag{9}$$

The s-state tail is $w=(A/p^6)[1+O(p^{-2})]$ with $A=32Z^5/\pi n^3$, so $\langle p^6\rangle$ diverges linearly with the momentum cut-off $P$; it exists for $l\ge1$ only.

For 1s, $\psi=\psi(0)e^{-Zr}$ and, with $X=P/Z$,

$$(\nabla^4e^{-Zr})_{\rm pt}=\left[Z^2\left(Z^2-\frac{2Z}r\right)-\frac{2Z^3}r\right]e^{-Zr}=\left(Z^4-\frac{4Z^3}r\right)e^{-Zr}.\tag{6}$$

$$\int_0^Pp^6w\,dp=AZ\left[X-\frac{35\pi}{32}+\frac4X-\frac{10}{3X^3}+\dots\right]=\frac{32Z^5P}\pi-35Z^6+\frac{128Z^7}{\pi P}-\dots\tag{11}$$

Part (d) also showed that the constant $-35Z^6$ equals $\int_0^\infty(p^6w-A)\,dp$.

Part (e), solved next, asks: express $\langle p^6\rangle$ through $g$, recover the behaviour of s states, evaluate the 2p state, and compute $-\int\psi^*(\nabla^6\psi)_{\rm pt}\,d^3r$ for 1s.

**Solution.** The transform of $\nabla g$ is $i\mathbf p\,p^2\phi$, whose squared norm is $\langle p^6\rangle$. Partial integration of $\int g\nabla\chi$ outside the small sphere leaves a surface term of order $\epsilon^2g=O(\epsilon)$, and $(\nabla g)_{\rm pt}$ is at worst $r^{-2}$, so the distribution $\nabla g$ is the pointwise function. By Plancherel's theorem $\langle p^6\rangle=\int|\nabla g|^2d^3r$, both sides being finite or infinite together.

For $l=0$, (7) shows that $\gamma'$ has no $1/r$ term, so $r^2\gamma'^2=4Z^2R(0)^2/r^2+O(1)$ and, by (9),

$$\int_{r>\epsilon}|\nabla g|^2d^3r=\frac{16Z^5}{n^3\epsilon}+O(1),$$

with no logarithm. The linear terms of the two cut-offs match for $P=\pi/2\epsilon$. For 1s the integral is elementary. Set $Z=1$, so that $\gamma=2(2/r-1)e^{-r}$, $\gamma'=2(1-2/r-2/r^2)e^{-r}$ and $r^2\gamma'^2=4(4/r^2+8/r-4r+r^2)e^{-2r}$. The first two terms in the bracket, times $e^{-2r}$, are the derivative of $-4e^{-2r}/r$ and integrate to $4e^{-2\epsilon}/\epsilon=4/\epsilon-8+8\epsilon+O(\epsilon^2)$. The last two give $-4\cdot\tfrac14+\tfrac28+O(\epsilon^2)=-\tfrac34+O(\epsilon^2)$. Multiplying by 4 and restoring $Z$ by $\epsilon\to Z\epsilon$ and the factor $Z^6$,

$$\int_{r>\epsilon}|\nabla g|^2d^3r=\frac{16Z^5}\epsilon-35Z^6+32Z^7\epsilon+O(\epsilon^2).\tag{12}$$

For general $l$ write $g=f\psi$ with $f=2(E+Z/r)$ real. Then $|\nabla g|^2=|\nabla f|^2|\psi|^2+2f\nabla f\cdot{\rm Re}(\psi^*\nabla\psi)+f^2|\nabla\psi|^2$, while $\nabla\cdot(f^2\psi^*\nabla\psi)=2f\nabla f\cdot\psi^*\nabla\psi+f^2|\nabla\psi|^2+f^2\psi^*\nabla^2\psi$. Subtracting the real part of the second relation and using $\nabla^2\psi=-f\psi$,

$$|\nabla g|^2=|\nabla f|^2|\psi|^2+f^3|\psi|^2+{\rm Re}\,\nabla\cdot(f^2\psi^*\nabla\psi).$$

The divergence integrates to $-\epsilon^2f^2RR'$, of order $\epsilon^{2l-1}$ for $l\ge1$, which vanishes. With $|\nabla f|^2=4Z^2/r^4$,

$$\langle p^6\rangle=8\left\langle\left(E+\frac Zr\right)^3\right\rangle+4Z^2\left\langle\frac1{r^4}\right\rangle,\qquad l\ge1.\tag{13}$$

For 2p, $u^2\propto r^4e^{-Zr}$, so $\langle r^{-k}\rangle=(4-k)!\,Z^k/4!$, namely $Z/4$, $Z^2/12$, $Z^3/24$, $Z^4/24$, and $E=-Z^2/8$. Expanding the cube,

$$\langle p^6\rangle_{2p}=8Z^6\left[-\frac1{512}+\frac3{256}-\frac1{32}+\frac1{24}\right]+\frac{4Z^6}{24}=Z^6\left[\frac{31}{192}+\frac{32}{192}\right]=\frac{21}{64}Z^6.$$

For 1s, apply $-\nabla^2$ pointwise to (6): $-Z^4(Z^2-2Z/r)+4Z^5/r=-Z^6+6Z^5/r$, with mean $5Z^6$. This is finite and positive, but it cannot be $\langle p^6\rangle$: the Cauchy–Schwarz inequality $\langle p^4\rangle^2\le\langle p^2\rangle\langle p^6\rangle$, with $\langle p^2\rangle=Z^2$ and $\langle p^4\rangle=5Z^4$, requires $\langle p^6\rangle\ge25Z^6$. The distribution $p^6\psi=-\nabla^2(p^4\psi)$ has two more terms. The piece $-4Z^3\psi(0)/r$ of (6) gives $-16\pi Z^3\psi(0)\delta^3(\mathbf r)$, which contributes $-16Z^6$ by (9). The delta term of (8) gives $-8\pi Z\psi(0)\nabla^2\delta^3(\mathbf r)$, whose pairing with $\psi$ calls for $8\pi Z\psi(0)$ times the value of $g=-\nabla^2\psi$ at the origin, where $g=\psi(0)[2Z/r-3Z^2+\dots]$ is infinite. If $g$ is taken at $r=\epsilon$, this term is $16Z^5/\epsilon-24Z^6$, and the three contributions add to $16Z^5/\epsilon-35Z^6$, as in (12).

The delta term and the divergence both come from the $1/r$ singularity of the potential. For a nucleus modelled as a uniformly charged ball, $V$ and $\nabla V$ are bounded, so $g=2(E-V)\psi$ and $\nabla g$ are bounded near the origin: $p^4\psi$ then has no delta term and $\langle p^6\rangle$ is finite. For a small radius $r_N$ the term $4|\nabla V|^2|\psi(0)|^2$ of $|\nabla g|^2$ dominates. The outside, where $|\nabla V|=Z/r^2$, gives $16Z^5/(n^3r_N)$, the linear term with $\epsilon=r_N$. The inside, where $|\nabla V|=Zr/r_N^3$, adds one fifth of that, so the leading size for an s state is $\tfrac65\cdot16Z^5/(n^3r_N)$.

## (f) What the divergence means

The kinetic energy of a spinless relativistic particle is $T(p)=\sqrt{c^4+c^2p^2}-c^2$ with $c=1/\alpha$. Its formal series is $p^2/2-p^4/8c^2+p^6/16c^4-\dots$. Find the mean in the 1s state of what is left after the first two terms, for $Z\ll c$.

**Solution.** The remainder is $c^2h(p/c)$ with $h(x)=s-1-x^2/2+x^4/8$ and $s=\sqrt{1+x^2}$. Since $x^2=(s-1)(s+1)$, one has $s-1-x^2/2=-(s-1)^2/2$ and $x^4/8=(s-1)^2(s+1)^2/8$. Their sum is $(s-1)^2[(s+1)^2-4]/8=(s-1)^3(s+3)/8$, and $s-1=x^2/(s+1)$ gives

$$\frac{h(x)}{x^6}=\frac{s+3}{8(s+1)^3}=\frac1{8(s+1)^2}\left(1+\frac2{s+1}\right).$$

Both factors decrease with $s\ge1$, so $0<h/x^6\le1/16$, with the value $1/16$ approached at $x\to0$. Write $p^6w=A+(p^6w-A)$ and $c^2h=c^{-4}p^6(h/x^6)$ with $x=p/c$:

$$\langle c^2h\rangle=\frac A{c^3}\int_0^\infty\frac{h}{x^6}dx+\frac1{c^4}\int_0^\infty\frac{h}{x^6}\Big|_{x=p/c}\left(p^6w-A\right)dp.$$

In the second integral $p^6w-A$ is bounded and falls as $p^{-2}$, and $h/x^6$ is bounded and tends to $1/16$ at each $p$ as $c\to\infty$. Dominated convergence and part (d) give the limit $-35Z^6/16$.

For the first integral, $(s^3)'=3xs$ and $s^2=1+x^2$ give $(s^3x^{-5})'=-s(5x^{-6}+2x^{-4})$ and $(s^3x^{-3})'=-3sx^{-4}$. An antiderivative of $h/x^6$ is therefore

$$-\frac{s^3}{5x^5}+\frac{2s^3}{15x^3}+\frac1{5x^5}+\frac1{6x^3}-\frac1{8x}.$$

At infinity only the second term survives, with value $2/15$. At small $x$, $s^3=1+\tfrac32x^2+\tfrac38x^4+O(x^6)$; the $x^{-5}$ terms cancel, the $x^{-3}$ coefficient is $-\tfrac3{10}+\tfrac2{15}+\tfrac16=0$, the $x^{-1}$ coefficient is $-\tfrac3{40}+\tfrac15-\tfrac18=0$, and the rest is $O(x)$. The integral is $2/15$, and

$$\langle c^2h\rangle_{1s}=\frac{64Z^5}{15\pi c^3}-\frac{35Z^6}{16c^4}+o(c^{-4}).\tag{14}$$

The mean is finite but of order $\alpha^3$, one power lower than the formal $\alpha^4$ of the $p^6$ term. The leading term comes from $p$ of order $c$. The series for $T$ converges only for $p\le c$, and the antiderivative above equals $0.053$ at $x=1$, so about 60% of the integral $2/15$ comes from $p>c$; in effect the linear divergence $AP/16c^4$ is cut off at $P\sim c$. The leading term uses only the tail of $w$, so for $n$s states it carries the factor $1/n^3$. Equation (14) is a mean in the unperturbed state. It is not a level shift: higher orders of perturbation theory, spin and radiative effects are left out.

## (g) The ion Li²⁺

Evaluate the results for Li²⁺ ($Z=3$), treated with the exact nonrelativistic states of a fixed point nucleus.

**Solution.** With $Z^4=81$, (5) gives $81(8-3)=405$ for 1s, $81(16-3)/16=65.8125$ for 2s and $81(16/3-3)/16=11.8125$ for 2p, in units of $a_0^{-4}$. For 1s the three terms of (4) are $81-324+648$. Quadrature of $p^4w$ gives the same values to the printed digits.

| quantity | 1s | 2s | 2p |
|---|---|---|---|
| $\lvert\psi(0)\rvert^2$ ($a_0^{-3}$) | 8.5944 | 1.0743 | 0 |
| pointwise part ($a_0^{-4}$) | −243 | −15.1875 | 11.8125 |
| delta term ($a_0^{-4}$) | 648 | 81 | 0 |
| $\langle p^4\rangle$ ($a_0^{-4}$) | 405 | 65.8125 | 11.8125 |

The 1s delta term is $8\pi\times3\times8.5944=648$. The mass-velocity mean $-\alpha^2\langle p^4\rangle/8$ for 1s is $-(0.00729735)^2\times405/8=-2.696\times10^{-3}\,E_h=-73.4$ meV. For 2s it is $-4.381\times10^{-4}\,E_h=-11.9$ meV and for 2p $-7.863\times10^{-5}\,E_h=-2.14$ meV. The pointwise part alone would give $+1.618\times10^{-3}\,E_h$ for 1s and $+1.011\times10^{-4}\,E_h$ for 2s, with the wrong sign. These are values of the model. For ⁷Li²⁺ a uniformly charged nucleus of radius $6.0\times10^{-5}\,a_0$ lowers the 1s value of $\langle p^4\rangle$ from 405 to about 404.9, and the reduced mass lowers it by a similar amount; each moves the 1s mass-velocity mean by about $+0.02$ meV.

For 1s, $A=2475.18\,a_0^{-5}$ and $-35Z^6=-25515\,a_0^{-6}$. The cut-off integrals, in $a_0^{-6}$, are:

| $P$ ($a_0^{-1}$) | $\int_0^Pp^6w\,dp$ | minus $AP$ | $128Z^7/\pi P$ |
|---|---|---|---|
| 30 | 51686.1 | −22569.2 | 2970.2 |
| 300 | 717335.3 | −25218.0 | 297.0 |
| 3000 | 7400047.7 | −25485.3 | 29.7 |

At $P=300$, (11) gives $-25515.0+297.0=-25218.0$. At $P=30$ the same sum is $-22544.8$, which is $24.4$ above the table; with $X=10$ the next term of (11) is $-2475.18\times3\times10/3000=-24.8$. The table illustrates the point-nucleus model only. The two larger cut-offs lie above $c\approx137$. For the finite ⁷Li nucleus, multiplying the tail by the squared form factor shifts these two entries by roughly $-16$ and $-1.6\times10^4$, and the linear growth stops near $P\sim1/r_N\approx2\times10^4\,a_0^{-1}$.

In position space the integral at $\epsilon=0.001\,a_0$ is $3862554.9\,a_0^{-6}$ against $16Z^5/\epsilon=3888000.0$. The difference, $-25445.1$, lies $69.9$ above $-25515.0$, and the third term of (12) is $32\times2187\times0.001=70.0$. At $\epsilon=0.1\,a_0$ the integral is $19489.4$, about half of the linear term $38880.0$, because $Z\epsilon=0.3$ is not small and the constant in (12) is comparable with the linear term. The pointwise 1s integral is $5\times729=3645\,a_0^{-6}$. For 2p, $21\times729/64=239.20\,a_0^{-6}$, by (13) and by momentum quadrature.

The 1s remainder of part (f), by quadrature, is $1.2386\times10^{-4}\,E_h=3.37$ meV. The two terms of (14) give $1.2825\times10^{-4}-0.0452\times10^{-4}=1.2372\times10^{-4}\,E_h$ from the unrounded values, 0.11% below the quadrature value. Both numbers are for a point nucleus; the size of the ⁷Li nucleus would lower the remainder by an estimated 0.6%. The ratio of the remainder to the leading term is $0.9658$ at the physical $c$, and $0.9965$ and $0.99965$ when $c$ is multiplied by 10 and 100; the deficit shrinks roughly as $1/c$, as the second term of (14) requires. The program asserts that what is left after both terms is less than $4(Z/c)^2$ times the leading term at these three values of $c$. This is a numerical check at those values only; what is proved above is $o(c^{-4})$. The program and its output are printed below.

## Computed values

```
Li2+: Z = 3, alpha = 0.0072973526, c = 137.035999 a.u., 1 Eh = 27.211386 eV
1s E = -4.500000 Eh, <1/r> = 3.000000 a0^-1, <1/r^2> = 18.000000 a0^-2
1s 4E^2, 8EZ<1/r>, 4Z^2<1/r^2> = 81.0000, -324.0000, 648.0000 a0^-4
1s |psi(0)|^2 = 8.594367 a0^-3
1s <p^4> formula = 405.000000, momentum quadrature = 405.000000 a0^-4
1s pointwise = -243.000000, delta term = 648.000000 a0^-4
1s -alpha^2<p^4>/8 = -2.695850e-03 Eh = -73.3578 meV
1s same from pointwise part only = 1.617510e-03 Eh
2s E = -1.125000 Eh, <1/r> = 0.750000 a0^-1, <1/r^2> = 2.250000 a0^-2
2s 4E^2, 8EZ<1/r>, 4Z^2<1/r^2> = 5.0625, -20.2500, 81.0000 a0^-4
2s |psi(0)|^2 = 1.074296 a0^-3
2s <p^4> formula = 65.812500, momentum quadrature = 65.812500 a0^-4
2s pointwise = -15.187500, delta term = 81.000000 a0^-4
2s -alpha^2<p^4>/8 = -4.380756e-04 Eh = -11.9206 meV
2s same from pointwise part only = 1.010944e-04 Eh
2p E = -1.125000 Eh, <1/r> = 0.750000 a0^-1, <1/r^2> = 0.750000 a0^-2
2p 4E^2, 8EZ<1/r>, 4Z^2<1/r^2> = 5.0625, -20.2500, 27.0000 a0^-4
2p |psi(0)|^2 = 0.000000 a0^-3
2p <p^4> formula = 11.812500, momentum quadrature = 11.812500 a0^-4
2p pointwise = 11.812500, delta term = 0.000000 a0^-4
2p -alpha^2<p^4>/8 = -7.862895e-05 Eh = -2.1396 meV
2p same from pointwise part only = -7.862895e-05 Eh
1s tail 32Z^5/(pi n^3) = 2475.1777, 16Z^5/n^3 = 3888.0 a0^-5
2s tail 32Z^5/(pi n^3) = 309.3972, 16Z^5/n^3 = 486.0 a0^-5
1s P = 30 a0^-1: p^6 cut = 51686.1, minus slope*P = -22569.2, 128Z^7/(pi P) = 2970.2 a0^-6
1s P = 300 a0^-1: p^6 cut = 717335.3, minus slope*P = -25218.0, 128Z^7/(pi P) = 297.0 a0^-6
1s P = 3000 a0^-1: p^6 cut = 7400047.7, minus slope*P = -25485.3, 128Z^7/(pi P) = 29.7 a0^-6
1s -35 Z^6 = -25515.0 a0^-6
1s eps = 0.1 a0: int |grad g|^2 = 19489.4, 16Z^5/eps = 38880.0 a0^-6
1s eps = 0.01 a0: int |grad g|^2 = 363976.1, 16Z^5/eps = 388800.0 a0^-6
1s eps = 0.001 a0: int |grad g|^2 = 3862554.9, 16Z^5/eps = 3888000.0 a0^-6
1s pointwise p^6 integral (not the mean) = 3645.0 a0^-6
2p <r^-3> = 1.125000 a0^-3, <r^-4> = 3.375000 a0^-4
2p <p^6> position = 239.203125, momentum = 239.203125 a0^-6
integral of h(x)/x^6 = 0.13333333 (dimensionless)
1s remainder <c^2 h> = 1.238597e-04 Eh = 3.3704 meV
1s 64Z^5/(15 pi c^3) = 1.282452e-04 Eh, -35Z^6/(16c^4) = -4.522066e-06 Eh
1s sum of these two = 1.237231e-04 Eh
c = 137.0 a.u.: remainder / leading term = 0.965804
c = 1370.4 a.u.: remainder / leading term = 0.996485
c = 13703.6 a.u.: remainder / leading term = 0.999647
```
